# Vacuum Polarization with a Proper-Time Cutoff in the Effective Action, part 1

(Sections cited here and not found follow in the second part.)

A charged fermion field of mass $m$ responds to an external electromagnetic field, and the response to second order in the field is the polarization tensor. Its one-loop expression diverges at short distances and needs a regulator. This problem places the regulator on the Schwinger proper time of the fermion's effective action and asks what happens to gauge invariance and to the dependence on the cutoff.

Units are $\hbar=c=1$, and space-time is Euclidean with four dimensions, so $k^2=k_\mu k_\mu\ge 0$ for real momenta. The matrices $\gamma_\mu$ are Hermitian and obey $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. A slash means contraction with $\gamma_\mu$. The action is

$$S=\int d^4x\left[\tfrac14F_{\mu\nu}F_{\mu\nu}+\bar\psi(\slashed D+m)\psi\right],\qquad D_\mu=\partial_\mu-ieA_\mu ,$$

with $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$ and $\alpha=e^2/4\pi$. The field $A_\mu$ is real, smooth and falls off at infinity. Its Fourier components are defined by $A_\mu(x)=\int\frac{d^4k}{(2\pi)^4}e^{ik\cdot x}A_\mu(k)$.

## First half: the heat trace at fixed proper time

### (a) The regulated action

**Integrate out the fermion, write the result as an integral over a proper time $s$, and cut the integral off at a lower limit $s_0=1/\Lambda^2$. What does gauge invariance then require of the quadratic part of the action?**

**Solution.** The Grassmann integral over $\psi$ and $\bar\psi$ gives $\mathrm{Det}(\slashed D+m)$. Writing this as $e^{-\Gamma}$ defines the fermion's contribution to the action of the photon field,

$$\Gamma[A]=-\ln\mathrm{Det}(\slashed D+m).$$

The matrix $\gamma_5$ anticommutes with every $\gamma_\mu$, so $\gamma_5\slashed D\gamma_5=-\slashed D$. A similarity transformation leaves a determinant unchanged, and therefore $\mathrm{Det}(m+\slashed D)=\mathrm{Det}(m-\slashed D)$. The product of the two is $\mathrm{Det}(m^2-\slashed D^2)$, which gives

$$\Gamma=-\tfrac12\,\mathrm{Tr}\ln(m^2-\slashed D^2).$$

The operator $D_\mu$ is anti-Hermitian and $\gamma_\mu$ is Hermitian, so $\slashed D$ is anti-Hermitian. The eigenvalues of $-\slashed D^2$ are then non-negative, and those of $m^2-\slashed D^2$ are positive.

For positive numbers $a$ and $b$,

$$\ln\frac ab=-\int_0^\infty\frac{ds}{s}\left(e^{-as}-e^{-bs}\right).$$

Both sides vanish at $a=b$, and both have the derivative $1/a$ with respect to $a$, which proves the identity. Applied to the eigenvalues with and without the field, it gives, up to a constant independent of $A$,

$$\Gamma[A]=\frac12\int_0^\infty\frac{ds}{s}\,e^{-m^2s}\,\mathrm{Tr}\left(e^{s\slashed D^2}-e^{s\partial^2}\right).$$

The minus sign in front of the trace of the logarithm and the minus sign in the identity have combined to a plus. These manipulations are formal as they stand, because the integral diverges at $s\to0$. The regulated action is defined by the same formula with the lower limit raised:

$$\Gamma_\Lambda[A]=\frac12\int_{s_0}^\infty\frac{ds}{s}\,e^{-m^2s}\,\mathrm{Tr}\left(e^{s\slashed D^2}-e^{s\partial^2}\right),\qquad s_0=\frac1{\Lambda^2}.$$

The parameter $s$ has the dimension of an inverse squared mass. The kernel of $e^{s\partial^2}$ spreads over a distance of order $\sqrt s$, so the cutoff discards loops smaller than about $1/\Lambda$.

Under $A_\mu\to A_\mu+\partial_\mu\chi$, the covariant derivative becomes

$$D'_\mu=\partial_\mu-ieA_\mu-ie\,\partial_\mu\chi=e^{ie\chi}D_\mu e^{-ie\chi}.$$

Hence $e^{s\slashed D'^2}=e^{ie\chi}e^{s\slashed D^2}e^{-ie\chi}$. On the diagonal of the position-space kernel the two phases are taken at the same point and cancel. The trace is therefore unchanged separately at each value of $s$, and an integral over any range of $s$ is gauge invariant. In particular $\Gamma_\Lambda[A+\partial\chi]=\Gamma_\Lambda[A]$ at finite $\Lambda$.

The quadratic part of the regulated action defines the polarization tensor,

$$\Gamma^{(2)}_\Lambda=\frac12\int\frac{d^4k}{(2\pi)^4}A_\mu(-k)A_\nu(k)\,\Pi_{\mu\nu}(k).$$

The gauge shift does not depend on $A$. Terms with one factor of $A$ and one of $\chi$ can thus come from $\Gamma^{(2)}_\Lambda$ alone. Since $\partial_\nu\chi$ has the Fourier component $ik_\nu\chi(k)$, their vanishing means

$$\Pi_{\mu\nu}(k)\,k_\nu=0.$$

Rotation covariance allows the form $a\,\delta_{\mu\nu}+b\,k_\mu k_\nu$, with $a$ and $b$ functions of $k^2$. The condition gives $a+bk^2=0$, so

$$\Pi_{\mu\nu}(k)=(k^2\delta_{\mu\nu}-k_\mu k_\nu)\,\Pi(k^2),\qquad \Pi=-b.$$

This argument fixes the tensor structure but not the function $\Pi$. It also does not show that $\Pi$ is finite at $k=0$; a pole there would give the photon a mass. Both questions need the explicit calculation, which will also show how the longitudinal terms cancel.

### (b) Expansion to second order

**Find the second-order part of the heat trace $\mathrm{Tr}\,e^{s\slashed D^2}$ as a momentum integral.**

**Solution.** Squaring $\slashed D=\slashed\partial-ie\slashed A$ without changing the order of operators gives

$$\slashed D^2=\partial^2+V_1+V_2,\qquad V_1=-ie(\slashed\partial\slashed A+\slashed A\slashed\partial),\qquad V_2=-e^2A^2 .$$

Here $\slashed A\slashed A=A^2$ was used, which holds because the components $A_\mu(x)$ commute with one another. In $V_1$ the derivative acts on everything to its right.

To expand the trace, attach a counting parameter $\epsilon$ to the field and set $H=\partial^2+\epsilon V_1+\epsilon^2V_2$. Cyclicity of the trace gives

$$\frac{d}{d\epsilon}\mathrm{Tr}\,e^{sH}=s\,\mathrm{Tr}\left[(V_1+2\epsilon V_2)e^{sH}\right].$$

The exponential on the right is needed to first order. The product $G(u)=e^{(s-u)\partial^2}e^{uH}$ runs from $e^{s\partial^2}$ at $u=0$ to $e^{sH}$ at $u=s$, and its derivative is $e^{(s-u)\partial^2}(H-\partial^2)e^{uH}$. Integrating over $u$ gives

$$e^{sH}=e^{s\partial^2}+\epsilon\int_0^sdu\,e^{(s-u)\partial^2}V_1e^{u\partial^2}+O(\epsilon^2).$$

The part of $d\,\mathrm{Tr}\,e^{sH}/d\epsilon$ linear in $\epsilon$ is thus

$$\epsilon\left[2s\,\mathrm{Tr}(V_2e^{s\partial^2})+s\int_0^sdu\,\mathrm{Tr}\left(V_1e^{(s-u)\partial^2}V_1e^{u\partial^2}\right)\right].$$

Integration over $\epsilon$ multiplies this by $\epsilon/2$. With $u=(1-x)s$ and $\epsilon=1$, the second-order heat trace is

$$T_2(s)=s\,\mathrm{Tr}(V_2e^{s\partial^2})+\frac{s^2}{2}\int_0^1dx\,\mathrm{Tr}\left(V_1e^{xs\partial^2}V_1e^{(1-x)s\partial^2}\right).$$

The variable $x$ is the fraction of the total proper time spent between the two vertices on one side of the loop.

Now let $V_1$ act on a plane wave of momentum $p$. The component $A_\nu(k)$ raises the momentum to $p+k$. A derivative to the left of $\slashed A$ gives $i(p+k)$, and a derivative to its right gives $ip$. Since $-ie\cdot i=e$, the vertex is

$$e\left[(\slashed p+\slashed k)\gamma_\nu+\gamma_\nu\slashed p\right]A_\nu(k).$$

The return vertex, from $p+k$ to $p$, follows by the same rule:

$$e\left[\slashed p\gamma_\mu+\gamma_\mu(\slashed p+\slashed k)\right]A_\mu(-k).$$

Define the kernel $K_{\mu\nu}$ by

$$T_2(s)=\int\frac{d^4k}{(2\pi)^4}A_\mu(-k)A_\nu(k)K_{\mu\nu}(k;s).$$

Its two-vertex part is

$$K^{\rm loop}_{\mu\nu}=\frac{e^2s^2}{2}\int_0^1dx\int\frac{d^4p}{(2\pi)^4}\,N_{\mu\nu}\,e^{-s[x(p+k)^2+(1-x)p^2]},$$

$$N_{\mu\nu}=\mathrm{tr}\left\{\left[\slashed p\gamma_\mu+\gamma_\mu(\slashed p+\slashed k)\right]\left[(\slashed p+\slashed k)\gamma_\nu+\gamma_\nu\slashed p\right]\right\}.$$

The part from $V_2$, called the contact term below, needs the Gaussian integral

$$\int\frac{d^4p}{(2\pi)^4}e^{-sp^2}=\frac1{(2\pi)^4}\left(\frac{\pi}{s}\right)^2=\frac1{16\pi^2s^2}.$$

The Dirac trace of the unit matrix is 4, so

$$K^{\rm contact}_{\mu\nu}=-e^2\cdot s\cdot4\cdot\frac{1}{16\pi^2s^2}\,\delta_{\mu\nu}=-\frac{e^2}{4\pi^2s}\,\delta_{\mu\nu}.$$

By itself this term is not transverse.

### (c) The tensor at fixed $s$

**Carry out the Dirac trace and the momentum integral. Show explicitly what happens to the longitudinal part.**

**Solution.** First separate the vertices into a part without Dirac matrices and a commutator. Since $\slashed p\gamma_\nu+\gamma_\nu\slashed p=2p_\nu$ and $\slashed k\gamma_\nu=k_\nu+\frac12[\slashed k,\gamma_\nu]$,

$$(\slashed p+\slashed k)\gamma_\nu+\gamma_\nu\slashed p=(2p+k)_\nu+\tfrac12[\slashed k,\gamma_\nu].$$

In the return vertex $\slashed k$ stands to the right of $\gamma_\mu$, which reverses the commutator:

$$\slashed p\gamma_\mu+\gamma_\mu(\slashed p+\slashed k)=(2p+k)_\mu-\tfrac12[\slashed k,\gamma_\mu].$$

The first part is the vertex of a spinless charge. The second is the coupling of the spin to the field strength. Their cross terms vanish because a commutator of finite matrices has zero trace.

For the spin term write $[\slashed k,\gamma_\mu]=2(\slashed k\gamma_\mu-k_\mu)$. Then

$$\mathrm{tr}\left([\slashed k,\gamma_\mu][\slashed k,\gamma_\nu]\right)=4\left[\mathrm{tr}(\slashed k\gamma_\mu\slashed k\gamma_\nu)-4k_\mu k_\nu-4k_\mu k_\nu+4k_\mu k_\nu\right].$$

The remaining trace follows from $\slashed k\gamma_\mu\slashed k=2k_\mu\slashed k-k^2\gamma_\mu$ and equals $4(2k_\mu k_\nu-k^2\delta_{\mu\nu})$. The whole expression is therefore $16(k_\mu k_\nu-k^2\delta_{\mu\nu})$. Multiplying by $-\frac14$, from the two factors $-\frac12$ and $+\frac12$, gives

$$N_{\mu\nu}=4\left[(2p+k)_\mu(2p+k)_\nu+k^2\delta_{\mu\nu}-k_\mu k_\nu\right].$$

The spin contribution is transverse on its own.

Next complete the square in the exponent:

$$x(p+k)^2+(1-x)p^2=p^2+2x\,p\cdot k+xk^2=(p+xk)^2+x(1-x)k^2.$$

Set $q=p+xk$. The integral converges as a Gaussian, so the shift produces no boundary term. The orbital vertex becomes $2p+k=2q+(1-2x)k$. Terms odd in $q$ integrate to zero, and the Gaussian average of $q_\mu q_\nu$ is $\delta_{\mu\nu}/(2s)$. Therefore

$$(2p+k)_\mu(2p+k)_\nu\ \to\ \frac2s\,\delta_{\mu\nu}+(1-2x)^2k_\mu k_\nu .$$

The prefactor is $\frac{e^2s^2}{2}\cdot4\cdot\frac1{16\pi^2s^2}=\frac{e^2}{8\pi^2}$. With the abbreviation $E_x=e^{-x(1-x)sk^2}$,

$$K^{\rm loop}_{\mu\nu}=\frac{e^2}{8\pi^2}\int_0^1dx\,E_x\left[\frac2s\delta_{\mu\nu}+(1-2x)^2k_\mu k_\nu+k^2\delta_{\mu\nu}-k_\mu k_\nu\right].$$

In the same normalization the contact term is $-\frac{e^2}{8\pi^2}\frac2s\delta_{\mu\nu}$. The orbital terms and the contact term add to

$$K^{\rm orb}_{\mu\nu}=\frac{e^2}{8\pi^2}\left[\frac2s(f-1)\delta_{\mu\nu}+k_\mu k_\nu\int_0^1dx\,(1-2x)^2E_x\right],\qquad f=\int_0^1dx\,E_x .$$

Integrate $f$ by parts, using $x-\frac12$ as the antiderivative of 1. The boundary term is $\frac12+\frac12=1$, because $E_0=E_1=1$. The derivative is $dE_x/dx=-(1-2x)sk^2E_x$. Thus

$$f-1=sk^2\int_0^1dx\,(x-\tfrac12)(1-2x)E_x=-\frac{sk^2}{2}\int_0^1dx\,(1-2x)^2E_x .$$

The factor $2/s$ turns this into $-k^2$ times the integral that multiplies $k_\mu k_\nu$, so

$$K^{\rm orb}_{\mu\nu}=-\frac{e^2}{8\pi^2}(k^2\delta_{\mu\nu}-k_\mu k_\nu)\int_0^1dx\,(1-2x)^2E_x .$$

The cancellation takes place at fixed $s$ and needs no integration over $s$. It can also be followed in the longitudinal component alone. The spin part does not contribute to it, and the identity for $f$ gives

$$\frac{k_\mu K^{\rm loop}_{\mu\nu}k_\nu}{k^2}=\frac{e^2}{8\pi^2}\left[\frac{2f}{s}+\frac2s(1-f)\right]=\frac{e^2}{4\pi^2s}.$$

This is independent of $k$ and equal and opposite to the contact term.

Adding the spin part, which has weight 1, and using $1-(1-2x)^2=4x(1-x)$ gives

$$K_{\mu\nu}(k;s)=\frac{e^2}{2\pi^2}(k^2\delta_{\mu\nu}-k_\mu k_\nu)\int_0^1dx\,x(1-x)\,e^{-x(1-x)sk^2}.$$

The orbital and spin parts have opposite signs. At small $sk^2$ the orbital weight is $\int_0^1(1-2x)^2dx=\frac13$ against 1 for the spin, so the spin determines the sign of the sum. The coefficient of the projector is finite at $k=0$, which excludes the photon mass left open in part (a).

## Second half: the polarization function and its cutoff

The first half used Euclidean momenta $k$, fermion mass $m$, coupling $\alpha=e^2/4\pi$ and a lower proper-time limit $s_0=1/\Lambda^2$ in the effective action. The quadratic action is $\frac12\int\frac{d^4k}{(2\pi)^4}A_\mu(-k)A_\nu(k)\Pi_{\mu\nu}(k)$ with $\Pi_{\mu\nu}=(k^2\delta_{\mu\nu}-k_\mu k_\nu)\Pi(k^2)$. The second-order heat trace has the kernel

$$K_{\mu\nu}(k;s)=\frac{e^2}{2\pi^2}(k^2\delta_{\mu\nu}-k_\mu k_\nu)\int_0^1dx\,x(1-x)e^{-x(1-x)sk^2},$$

and enters the action through $\frac12\int_{s_0}^\infty\frac{ds}{s}e^{-m^2s}$.

### (d) The proper-time integral

**Find $\Pi(k^2)$ at finite $\Lambda$. Compare it with the large-cutoff limit and describe what happens when the cutoff is low.**

The second-order heat trace has been shown to be transverse at every fixed proper time, with a projector coefficient that is finite at $k=0$. What remains is to integrate over $s$ to find $\Pi(k^2)$, then to treat charge renormalization, compare with the same cutoff placed on the diagram, and check the results numerically.
